# A finite MP2 energy in a jellium cell proves no metallic limit: a numerical check

```python
# RESULT UNDER TEST (uniform electron gas, Hartree atomic units)
# The second-order (MP2) energy per electron is finite in every periodic cell,
# but has no limit for large cells.  Direct term = -integral (dq/q) g(q).
#   kinetic denominators:  g -> C = 2(1-ln2)/pi^2, energy ~ -(C/3) ln N
#   Hartree-Fock (HF) denominators:
#       g -> C/(1+(ln(2/x)+c)/(pi kF)), energy ~ -C pi kF ln ln(1/x)
#   all rings (RPA): g -> 3 q^2/(4 pi kF), so the energy converges.
# Symbols: q momentum transfer, kF Fermi wavevector, x=q/kF, N electrons,
# L cell side, rs density parameter, c a pure number from a shell average.
import itertools
import numpy as np
from scipy.special import erfc, zeta
from scipy.signal import fftconvolve

pi = np.pi
C = 2 * (1 - np.log(2)) / pi**2
rs = 4.0
CUT = 3.0      # largest transfer in the tabulated cell sums, in units of kF
FIT_CUT = 1.0  # largest transfer in the sums used for the slope


def fermi_wavevector(r):
    return (9 * pi / 4) ** (1 / 3) / r


kF = fermi_wavevector(rs)


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return a + (b - a) * (t + 1) / 2, w * (b - a) / 2


# ---------- continuum: g(q) from the definition, over pairs of excitations
def g_pairs(x, hartree_fock):
    mu, wmu = gauss(-x / 2, 1, 40)
    s, ws = gauss(0, 1, 16)
    low = -x * mu + np.sqrt(1 - x**2 * (1 - mu**2))
    k = low[:, None] + (1 - low)[:, None] * s
    weight = wmu[:, None] * (1 - low)[:, None] * ws * k**2
    gap = k * x * mu[:, None] + x**2 / 2
    if hartree_fock:
        def exchange(y):
            return -(1 + (1 - y**2) / (2 * y)
                     * np.log(np.abs((1 + y) / (1 - y)))) / (pi * kF)
        gap = gap + exchange(np.sqrt(k**2 + 2 * gap)) - exchange(k)
    gap, weight = gap.ravel(), weight.ravel()
    assert gap.min() > 0
    total = weight @ (1 / (gap[:, None] + gap[None, :])) @ weight
    return 3 / pi**2 * total / x


# ---------- continuum: g(q) from the imaginary-frequency Lindhard function
def lindhard(x):
    z = x / 2
    t, w = gauss(0, 1, 200)
    u = (1 + z) * t / (1 - t)
    w = w * (1 + z) / (1 - t) ** 2
    S = (1 + (1 + u**2 - z**2) / (4 * z)
         * np.log1p(4 * z / ((1 - z) ** 2 + u**2))
         - u * (np.arctan((1 + z) / u) + np.arctan((1 - z) / u)))
    return S, w


def g_second_order(x):
    S, w = lindhard(x)
    return 3 / (2 * pi**3) * (w @ S**2)


def g_rpa(x, kf):
    S, w = lindhard(x)
    vp = 2 * S / (pi * kf * x**2)
    return 3 * x**4 * kf**2 / (4 * pi) * (w @ (vp - np.log1p(vp)))


def rpa_energy(r):
    t, w = gauss(np.log(1e-6), np.log(60), 120)
    kf = fermi_wavevector(r)
    return -sum(wi * g_rpa(np.exp(ti), kf) for ti, wi in zip(t, w))


# ---------- finite periodic cells: integer plane-wave vectors
def occupied(shell):
    r = int(np.sqrt(shell)) + 1
    a = np.arange(-r, r + 1)
    v = np.array(np.meshgrid(a, a, a, indexing="ij")).reshape(3, -1).T
    return v[(v**2).sum(1) <= shell]


def lattice_radius(n_occ):
    return (3 * n_occ / (4 * pi)) ** (1 / 3)


def transfers(n_occ, cut):
    # one representative per cubic symmetry class, with its multiplicity
    top = cut * lattice_radius(n_occ)
    for a in range(1, int(top) + 1):
        for b in range(a + 1):
            for c in range(b + 1):
                if a * a + b * b + c * c <= top**2:
                    m = (a, b, c)
                    copies = len(set(itertools.permutations(m)))
                    yield np.array(m), copies * 2 ** np.count_nonzero(m)


def direct_by_histogram(shell, cut=CUT):
    occ = occupied(shell)
    norm = (occ**2).sum(1)
    total = 0.0
    for m, copies in transfers(len(occ), cut):
        m2 = int(m @ m)
        gap = 2 * (occ[:, 0] * m[0] + occ[:, 1] * m[1] + occ[:, 2] * m[2]) + m2
        h = np.bincount(gap[norm + gap > shell]).astype(float)
        pairs = fftconvolve(h, h)
        total += copies / m2**2 * (pairs[1:] / np.arange(1, len(pairs))).sum()
    n_el = 2 * len(occ)
    return n_el, -total / pi**4 / n_el


def surface_count(shell):
    # orbitals per spin excitable by the smallest transfer: lattice, smooth
    occ = occupied(shell)
    movable = ((occ**2).sum(1) + 2 * occ[:, 0] + 1 > shell).sum()
    return movable, pi * lattice_radius(len(occ)) ** 2


def madelung(kappa):
    a = np.arange(-5, 6)
    v = np.array(np.meshgrid(a, a, a)).reshape(3, -1).T
    r2 = (v**2).sum(1).astype(float)
    r2 = r2[r2 > 0]
    r = np.sqrt(r2)
    return (2 * kappa / np.sqrt(pi) + pi / kappa**2
            - (erfc(kappa * r) / r).sum()
            - (np.exp(-(pi**2) * r2 / kappa**2) / (pi * r2)).sum())


M = madelung(np.sqrt(pi))
assert abs(M - madelung(2.2)) < 1e-8


def explicit_cell(shell):
    # direct and exchange MP2 terms, kinetic and HF denominators
    occ = occupied(shell).astype(float)
    norm = (occ**2).sum(1)
    n_el = 2 * len(occ)
    L = rs * (4 * pi * n_el / 3) ** (1 / 3)
    d2 = norm[:, None] + norm[None, :] - 2 * occ @ occ.T
    np.fill_diagonal(d2, np.inf)
    field_occ = (1 / d2).sum(1)
    out = np.zeros((2, 2))
    for m, copies in transfers(len(occ), CUT):
        m2 = float(m @ m)
        gap = 2 * occ @ m + m2
        active = norm + gap > shell + 0.5
        target = occ[active] + m
        inv = 1 / ((target**2).sum(1)[:, None] + norm[None, :]
                   + 2 * target @ occ.T)
        free = gap[active]
        hf = (free + (field_occ[active] - inv.sum(1)) * L / (2 * pi**3)
              + M * L / (2 * pi**2))
        assert hf.min() > 0
        swapped = inv[:, active]
        for row, e in enumerate((free, hf)):
            den = 1 / (e[:, None] + e[None, :])
            out[row, 0] -= copies / m2**2 * den.sum()
            out[row, 1] += copies / m2 * (swapped * den).sum() / 2
    return n_el, L, out / pi**4 / n_el


# ---------- tests of the small-q coefficient and of g(q)
t, w = gauss(0, 1, 80)
shell_weight = np.outer(w, w) * np.outer(t, t) / (t[:, None] + t[None, :])
angular = shell_weight.sum()
assert abs(angular - 2 * (1 - np.log(2)) / 3) < 1e-6
assert abs(g_pairs(1e-4, False) / C - 1) < 1e-3
for x in (0.1, 0.5, 0.9):
    assert abs(g_pairs(x, False) / g_second_order(x) - 1) < 1e-3

# ---------- HF denominators: asymptotic law and double logarithm
h = -np.log(t) + 0.5
mean = (t * h)[:, None] + (t * h)[None, :]
c_hf = (shell_weight * mean / (t[:, None] + t[None, :])).sum() / angular


def g_hf_law(x):
    return C / (1 + (np.log(2 / x) + c_hf) / (pi * kF))


for x in (1e-4, 1e-6):
    assert abs(g_pairs(x, True) / g_hf_law(x) - 1) < 0.01
x_hi, x_lo = 1e-3, 1e-7
tl, wl = gauss(np.log(x_lo), np.log(x_hi), 12)
growth_hf = sum(b * g_pairs(np.exp(a), True) for a, b in zip(tl, wl))
growth_free = sum(b * g_pairs(np.exp(a), False) for a, b in zip(tl, wl))
growth_law = C * pi * kF * np.log((pi * kF + np.log(2 / x_lo) + c_hf)
                                  / (pi * kF + np.log(2 / x_hi) + c_hf))
assert abs(growth_hf / growth_law - 1) < 0.015
assert abs(growth_free / (C * np.log(x_hi / x_lo)) - 1) < 1e-3

# ---------- RPA: small-q limit and high-density logarithm
x = 1e-3
assert abs(g_rpa(x, kF) / (3 * x**2 * kF / (4 * pi)) - 1) < 0.01
slope_rpa = (rpa_energy(1e-3) - rpa_energy(1e-4)) / np.log(10)
assert abs(slope_rpa / (C / 2) - 1) < 0.01
e_rpa = rpa_energy(rs)

# ---------- finite cells
small = [explicit_cell(s) for s in (1, 3, 8, 24)]
large = [direct_by_histogram(s) for s in (1, 3, 8, 24, 72, 200)]
for a, b in zip(small, large):
    assert a[0] == b[0] and abs(a[2][0, 0] - b[1]) < 1e-9
three = np.array(large[3:])
slope_three = np.polyfit(np.log(three[:, 0]), three[:, 1], 1)[0]

# many closed shells, so that shell effects average out of the slope
shells = np.unique(np.rint(np.geomspace(24, 300, 36)).astype(int))
fit_data = np.array([direct_by_histogram(int(s), FIT_CUT) for s in shells])
log_n = np.log(fit_data[:, 0])
line = np.polyfit(log_n, fit_data[:, 1], 1)
slope = line[0]
scatter = fit_data[:, 1] - np.polyval(line, log_n)
counts = np.array([surface_count(int(s)) for s in shells])
surface_excess = counts[:, 0] / counts[:, 1] - 1
correlation = np.corrcoef(surface_excess, scatter)[0, 1]
assert abs(slope / (-C / 3) - 1) < 0.08  # residual shell effects

exchange_limit = np.log(2) / 6 - 3 * zeta(3) / (4 * pi**2)
first, last = small[0][2], small[-1][2]
assert abs(last[0, 1] / exchange_limit - 1) < 0.15  # finite cell and cutoff
mid = small[1][2]
assert abs(last[0, 1] - mid[0, 1]) < 0.25 * abs(last[0, 0] - mid[0, 0])
assert abs(last[1, 0] - first[1, 0]) < abs(last[0, 0] - first[0, 0])
tq, wq = gauss(np.log(CUT), np.log(60), 60)
tail = -sum(b * g_second_order(np.exp(a)) for a, b in zip(tq, wq))

# ---------- worked example
print(f"rs = {rs:.1f} bohr, kF = {kF:.5f} 1/bohr, pi*kF = {pi*kF:.4f}")
print(f"angular integral = {angular:.6f}")
print(f"C = {C:.6f} hartree, C/3 = {C/3:.6f} hartree")
print(f"Madelung number (times 1/L) = {M:.5f}")
print(f"tabulated cell sums keep transfers up to {CUT:.1f} kF")
print(f"direct term beyond cutoff, continuum = {tail:.6f} hartree/electron")
print("Cells, energies in hartree/electron:")
for n, L, e in small:
    print(f"N={n}: L={L:.3f} bohr, qmin={2*pi/L:.4f} 1/bohr,"
          f" qmin/kF={2*pi/L/kF:.4f}")
    print(f"  kinetic: direct {e[0,0]:.5f}, exchange {e[0,1]:.5f},"
          f" MP2 {e[0].sum():.5f}")
    print(f"  HF:      direct {e[1,0]:.5f}, exchange {e[1,1]:.5f},"
          f" MP2 {e[1].sum():.5f}")
print("Larger cells, kinetic denominators, direct term only:")
for n, e in large[4:]:
    print(f"N={n}: {e:.5f} hartree/electron")
print(f"slope from three cells only (N={three[0,0]:.0f}, {three[1,0]:.0f},"
      f" {three[2,0]:.0f}): {slope_three:.6f} hartree per ln N")
print(f"slope from {len(shells)} shells, N={fit_data[0,0]:.0f} to"
      f" {fit_data[-1,0]:.0f}, transfers up to {FIT_CUT:.1f} kF:"
      f" {slope:.6f} hartree per ln N")
print(f"predicted slope -C/3: {-C/3:.6f} hartree per ln N")
print(f"rms scatter about the fit: {scatter.std():.6f} hartree/electron")
print(f"N={fit_data[0,0]:.0f}: orbitals per spin excitable by qmin:"
      f" {counts[0,0]:.0f}, smooth sphere {counts[0,1]:.1f}")
print(f"correlation of scatter with surface excess: {correlation:.3f}")
print(f"exchange limit, infinite cell = {exchange_limit:.6f} hartree/electron")
print("g(q) in hartree at x=q/kF: kinetic, HF, RPA")
for x in (0.5, 0.1, 1e-2, 1e-3, 1e-4):
    print(f"x={x:.0e}: {g_pairs(x, False):.6f}, {g_pairs(x, True):.6f},"
          f" {g_rpa(x, kF):.3e}")
print(f"HF shell constant c = {c_hf:.5f}")
print(f"HF law for g at x=1e-4: {g_hf_law(1e-4):.6f} hartree")
print(f"energy lowering from x={x_hi:.0e} down to x={x_lo:.0e}:")
print(f"  kinetic {growth_free:.5f}, HF {growth_hf:.5f},"
      f" HF law {growth_law:.5f} hartree/electron")
print(f"kinetic lowering for N -> 1000 N: {C/3*np.log(1000):.5f}"
      " hartree/electron")
print(f"RPA correlation energy at rs={rs:.1f}: {e_rpa:.5f} hartree/electron")
print(f"RPA high-density slope: {slope_rpa:.6f} hartree per ln rs"
      f" (C/2 = {C/2:.6f})")
print("all assertions hold")
```

Printed output:

```
rs = 4.0 bohr, kF = 0.47979 1/bohr, pi*kF = 1.5073
angular integral = 0.204569
C = 0.062181 hartree, C/3 = 0.020727 hartree
Madelung number (times 1/L) = 2.83730
tabulated cell sums keep transfers up to 3.0 kF
direct term beyond cutoff, continuum = -0.001716 hartree/electron
Cells, energies in hartree/electron:
N=14: L=15.541 bohr, qmin=0.4043 1/bohr, qmin/kF=0.8427
  kinetic: direct -0.07182, exchange 0.02370, MP2 -0.04812
  HF:      direct -0.03001, exchange 0.01005, MP2 -0.01996
N=54: L=24.372 bohr, qmin=0.2578 1/bohr, qmin/kF=0.5373
  kinetic: direct -0.07152, exchange 0.01983, MP2 -0.05168
  HF:      direct -0.03222, exchange 0.00939, MP2 -0.02283
N=186: L=36.807 bohr, qmin=0.1707 1/bohr, qmin/kF=0.3558
  kinetic: direct -0.10749, exchange 0.02233, MP2 -0.08517
  HF:      direct -0.04433, exchange 0.01043, MP2 -0.03390
N=970: L=63.828 bohr, qmin=0.0984 1/bohr, qmin/kF=0.2052
  kinetic: direct -0.13354, exchange 0.02263, MP2 -0.11091
  HF:      direct -0.05371, exchange 0.01081, MP2 -0.04289
Larger cells, kinetic denominators, direct term only:
N=5106: -0.17546 hartree/electron
N=23674: -0.20896 hartree/electron
slope from three cells only (N=970, 5106, 23674): -0.023631 hartree per ln N
slope from 36 shells, N=970 to 43758, transfers up to 1.0 kF: -0.020602 hartree per ln N
predicted slope -C/3: -0.020727 hartree per ln N
rms scatter about the fit: 0.003359 hartree/electron
N=970: orbitals per spin excitable by qmin: 69, smooth sphere 74.6
correlation of scatter with surface excess: -0.942
exchange limit, infinite cell = 0.024179 hartree/electron
g(q) in hartree at x=q/kF: kinetic, HF, RPA
x=5e-01: 0.059042, 0.023093, 1.400e-02
x=1e-01: 0.062055, 0.017100, 9.938e-04
x=1e-02: 0.062180, 0.012048, 1.129e-05
x=1e-03: 0.062181, 0.009293, 1.144e-07
x=1e-04: 0.062181, 0.007564, 1.145e-09
HF shell constant c = 0.99045
HF law for g at x=1e-4: 0.007558 hartree
energy lowering from x=1e-03 down to x=1e-07:
  kinetic 0.57271, HF 0.06079, HF law 0.06075 hartree/electron
kinetic lowering for N -> 1000 N: 0.14318 hartree/electron
RPA correlation energy at rs=4.0: -0.04682 hartree/electron
RPA high-density slope: 0.031081 hartree per ln rs (C/2 = 0.031091)
all assertions hold
```
